# The $\alpha^3/R^3$ term in the dispersion energy of two neutral atoms: a program that tests the result

```python
# Result under test (hartree atomic units, c = 1/alpha, x = alpha*w*R):
#   V(R) = -(1/(pi R^6)) Int dw aA(iw) aB(iw) exp(-2x)(3+6x+5x^2+2x^3+x^4)
#        = -C6/R^6 + alpha^2 W4/R^4 - 7 alpha^3 NA NB/(6 pi R^3) + alpha^4 W2/R^2 + ...
# a(iw) = sum f/(wn^2+w^2), sum f = N. W4 = Coulomb dipole x Breit orbit-orbit cross term.
# 7/6 = 2/3 (retarded single transverse photon) + 1/2 (seagull): Araki-Sucher operator.
# Example: Li-Li, UHF/TDHF, even-tempered 19s19p basis.
import numpy as np, sympy as sp, mpmath as mp
from fractions import Fraction as Fr
from math import factorial, pi
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import spherical_jn as jn
from scipy.linalg import eigh, cholesky, svd, solve_triangular
from pyscf import gto, scf
scf.hf.MUTE_CHKFILE = True
alpha = sc.fine_structure
kHz = sc.physical_constants['hartree-hertz relationship'][0] / 1e3
P = [3, 6, 5, 2, 1]

# ---- dipole propagator from derivatives, kernel and its Coulomb-gauge split
X, Y, Z = sp.symbols('X Y Z', real=True)
w, R, x = sp.symbols('w R x', positive=True)
r = sp.sqrt(X**2 + Y**2 + Z**2); q = (X, Y, Z); g = sp.exp(-w*r)/r
on_axis = lambda M: M.subs({X: 0, Y: 0}).subs(Z, R).subs(w, x/R).applyfunc(lambda e: sp.simplify(e*R**3))
G = on_axis(sp.Matrix(3, 3, lambda i, j: sp.diff(g, q[i], q[j]) - (w**2*g if i == j else 0)))
T = on_axis(sp.Matrix(3, 3, lambda i, j: sp.diff(1/r, q[i], q[j])))
Kfull = sp.exp(-2*x)*sum(c*x**k for k, c in enumerate(P))
assert sp.simplify((G*G).trace()/2 - Kfull) == 0
assert sp.simplify((T*(G - T)).trace() - ((6 + 6*x + 2*x**2)*sp.exp(-x) - 6)) == 0
ser = sp.series(Kfull, x, 0, 6).removeO()
cs = [ser.coeff(x, k) for k in range(6)]
assert cs == [3, 0, -1, 0, 1, sp.Rational(-22, 15)]
g3 = [sp.series(G[i, i], x, 0, 4).removeO().coeff(x, 3) for i in range(3)]
assert g3 == [sp.Rational(2, 3)]*3 and T.trace() == 0
print("Taylor coefficients of exp(-2x)P, x^0..x^5:", cs)
print("x^3 part of R^3 G (xx,yy,zz):", g3, " Tr T =", T.trace())

def tail(p, rate, nsub, xx):
    """p(x) exp(-rate x) minus its Taylor terms of order < nsub"""
    c = [float(sum(Fr(pk)*Fr(-rate)**(n-k)/factorial(n-k) for k, pk in enumerate(p) if k <= n)) for n in range(45)]
    xs = np.minimum(xx, 0.5)
    small = sum(c[n]*xs**n for n in range(nsub, 45))
    big = sum(pk*xx**k for k, pk in enumerate(p))*np.exp(-rate*xx) - sum(c[n]*xx**n for n in range(nsub))
    return np.where(xx < 0.5, small, big)

def loggrid(lo, hi, npan):
    t, wt = np.polynomial.legendre.leggauss(16)
    e = np.linspace(np.log(lo), np.log(hi), npan + 1); h = (e[1] - e[0])/2
    u = np.exp(((e[:-1] + h)[:, None] + h*t[None, :]).ravel())
    return u, np.tile(wt*h, npan)*u
om, dom = loggrid(1e-12, 1e14, 120)
I_tot = dom @ (tail(P, 2, 3, om)/om**4)
I_1 = dom @ (tail([6, 6, 2], 1, 3, om)/om**4)
I_2 = dom @ ((tail([2, 2], 1, 1, om)**2/2 + tail([1, 1, 1], 1, 1, om)**2)/om**4)
I_far = dom @ tail(P, 2, 0, om)
assert abs(I_tot - 7/6) < 1e-9 and abs(I_1 - 2/3) < 1e-9 and abs(I_2 - 0.5) < 1e-9
assert abs(I_far - 23/4) < 1e-9 and np.all(tail(P, 2, 3, om) >= 0)
print(f"tail integrals: total {I_tot:.8f}, one-photon {I_1:.8f}, two-photon {I_2:.8f}")
print(f"Int exp(-2x)P dx = {I_far:.8f}")

# ---- photon-momentum integrals of the operators (r = 1)
def osc(full, fs, fc, a=20.0):
    return quad(full, 0, a, limit=200)[0] + quad(fs, a, np.inf, weight='sin', wvar=1)[0] \
        + quad(fc, a, np.inf, weight='cos', wvar=1)[0]
i_j0 = osc(lambda k: jn(0, k), lambda k: 1/k, lambda k: 0.0)
i_j1 = osc(lambda k: jn(1, k)/k, lambda k: k**-3, lambda k: -k**-2)
i_j2 = osc(lambda k: jn(2, k)/k, lambda k: 3*k**-4 - k**-2, lambda k: -3*k**-3)
bL, bT = 2/pi*2*i_j1, 2/pi*(i_j0 - i_j1)
assert abs(bL - 1) < 1e-6 and abs(bT - 0.5) < 1e-6
for kk in (0.7, 3.1):   # angular averages of the transverse projector
    aL = quad(lambda m: (1 - m*m)*np.cos(kk*m), -1, 1)[0]/2
    aT = quad(lambda m: (1 + m*m)/2*np.cos(kk*m), -1, 1)[0]/2
    assert abs(aL - 2*jn(1, kk)/kk) < 1e-10 and abs(aT - jn(0, kk) + jn(1, kk)/kk) < 1e-10
    assert abs(2*aL - 2*aT - 2*jn(2, kk)) < 1e-10
c_one = (4*pi/2)/(2*pi**2)*2*i_j2
Jf = lambda t: 1 - t*np.arctan2(1, t); Lf = lambda t: 1/(1 + t*t)
for t in (0.3, 1.0, 3.0):
    assert abs(quad(lambda k: jn(1, k)*np.exp(-k*t), 0, 60/t, limit=500)[0] - Jf(t)) < 1e-7
    assert abs(quad(lambda k: k*jn(0, k)*np.exp(-k*t), 0, 60/t, limit=500)[0] - Lf(t)) < 1e-7
I_sg = quad(lambda t: 4*Jf(t)**2 + 2*(Lf(t) - Jf(t))**2, 0, np.inf)[0]
c_two = I_sg/pi**2
assert abs(c_one - I_1/pi) < 1e-6 and abs(c_two - I_2/pi) < 1e-6
print(f"static transverse propagator times r: longitudinal {bL:.6f}, transverse {bT:.6f}")
print(f"Int j2/k dk = {i_j2:.6f}; seagull time integral = {I_sg:.6f}")
print(f"operator coefficients times pi: retarded {c_one*pi:.6f}, seagull {c_two*pi:.6f}, sum {(c_one+c_two)*pi:.6f}")

# ---- double commutator (k along z, polarization x)
x1, z1, x2, z2, k = sp.symbols('x1 z1 x2 z2 k', real=True)
V = sp.Function('V')(x1, z1, x2, z2); psi = sp.Function('psi')(x1, z1, x2, z2)
Hop = lambda f: -sum(sp.diff(f, v, 2) for v in (x1, z1, x2, z2))/2 + V*f
Aop = lambda f: -sp.I*sp.diff(sp.exp(sp.I*k*z1)*f, x1)
Bop = lambda f: -sp.I*sp.diff(sp.exp(-sp.I*k*z2)*f, x2)
HB = lambda f: Hop(Bop(f)) - Bop(Hop(f))
assert sp.expand(Aop(HB(psi)) - HB(Aop(psi)) - sp.exp(sp.I*k*(z1 - z2))*sp.diff(V, x1, x2)*psi) == 0
rng = np.random.default_rng(1)
Hm = rng.normal(size=(6, 6)); Hm += Hm.T; Am, Bm = rng.normal(size=(2, 6, 6))
ev, U0 = eigh(Hm); v = U0[:, 0]; Hs = Hm - ev[0]*np.eye(6); Cm = Hm@Bm - Bm@Hm
assert abs(v@(Am@Hs@Bm + Bm@Hs@Am)@v - v@(Am@Cm - Cm@Am)@v) < 1e-10

def sums(fa, wa, fb, wb):
    F = np.outer(fa, fb); a = np.asarray(wa)[:, None]; b = np.asarray(wb)[None, :]
    return (1.5*F/(a*b*(a + b))).sum(), (F/(2*(a + b))).sum(), (F*(a*a + a*b + b*b)/(2*(a + b))).sum()

# ---- exactly coupled one-electron oscillators: lam*xa*xb + kap*pa*pb
wa, wb, h = 0.5, 1.0, 1e-3
E0 = lambda lam, kap: 0.5*np.sqrt(np.linalg.eigvals(np.array([[1, kap], [kap, 1]]) @ np.array([[wa**2, lam], [lam, wb**2]])).real).sum()
lam, kap = np.array([1, 1, -2.]), -np.array([bT, bT, bL])
W4o = (E0(h, h) - E0(h, -h) - E0(-h, h) + E0(-h, -h))/(4*h*h)*(lam@kap)
C6o = -(E0(h, 0) + E0(-h, 0) - 2*E0(0, 0))/(2*h*h)*(lam@lam)
c6, w4, _ = sums([1.], [wa], [1.], [wb])
assert abs(C6o/c6 - 1) < 1e-4 and abs(W4o/w4 - 1) < 1e-4
print(f"oscillators w={wa},{wb} Eh: C6 exact {C6o:.5f} formula {c6:.5f}; W4 exact {W4o:.5f} formula {w4:.5f} au")

# ---- unsubtracted integral in 30 digits: A f=(1,1) at w=(1/2,2); B f=1 at w=1
mp.mp.dps = 30
lv = [mp.mpf(1)/2, mp.mpf(2)]
C6m = sum(3/(2*a*(a + 1)) for a in lv); W4m = sum(1/(2*(a + 1)) for a in lv)
W2m = sum((a*a + a + 1)/(2*(a + 1)) for a in lv)
for n, tol in ((3, 2e-4), (4, 3e-6)):   # neglected term is of size s^2 ln s
    s = mp.mpf(10)**(-n)
    F = mp.quad(lambda o: sum(1/(a*a + o*o) for a in lv)/(1 + o*o)*mp.exp(-2*s*o)*mp.polyval(P[::-1], s*o),
                [0] + [mp.mpf(10)**j for j in range(0, n + 2)] + [60/s])
    c3 = (F - mp.pi*C6m + mp.pi*W4m*s**2)/s**3
    assert abs(c3 + mp.pi*W2m*s - mp.mpf(7)/3) < tol
    print(f"model NA=2,NB=1, alpha*R=1e-{n}: cubic coeff {float(c3):.7f}, with W2 removed {float(c3+mp.pi*W2m*s):.7f}")

# ---- Li: UHF and TDHF dipole spectrum
n, N = 19, 3
ex = 0.006*2.2**np.arange(n)
mol = gto.M(atom='Li 0 0 0', spin=1, verbose=0,
            basis={'Li': [[0, [e, 1.0]] for e in ex] + [[1, [e, 1.0]] for e in ex]})
assert all(mol.bas_angular(i) == (0 if i < n else 1) for i in range(2*n))
mf = scf.UHF(mol); mf.conv_tol = 1e-10; mf.conv_tol_grad = 1e-7; mf.max_cycle = 200
mf.kernel(); assert mf.converged
pz = n + 2 + 3*np.arange(n)
S = mol.intor('int1e_ovlp'); zi = mol.intor('int1e_r')[2]; dz = mol.intor('int1e_ipovlp')[2]
Fk = mf.get_fock(); virt = [eigh(Fk[s][np.ix_(pz, pz)], S[np.ix_(pz, pz)]) for s in (0, 1)]
occ = [(s, mf.mo_coeff[s][:n, i], mf.mo_energy[s][i]) for s in (0, 1) for i in np.where(mf.mo_occ[s] > 0)[0]]
assert all(abs(c@S[:n, :n]@c - 1) < 1e-8 for _, c, _ in occ)
spsp = mol.intor('int2e', shls_slice=(0, n, n, 2*n, 0, n, n, 2*n))[:, 2::3, :, 2::3]
sspp = mol.intor('int2e', shls_slice=(0, n, 0, n, n, 2*n, n, 2*n))[:, :, 2::3, 2::3]
A = np.zeros((N*n, N*n)); B = A.copy()
for I, (si, ci, ei) in enumerate(occ):
    for J, (sj, cj, _) in enumerate(occ):
        Vi, Vj = virt[si][1], virt[sj][1]
        t = Vi.T @ np.einsum('m,mpnq,n->pq', ci, spsp, cj, optimize=True) @ Vj
        a, b = t.copy(), t.copy()
        if si == sj:
            a -= Vi.T @ np.einsum('m,n,mnpq->pq', ci, cj, sspp, optimize=True) @ Vi
            b -= t.T
        if I == J:
            a += np.diag(virt[si][0] - ei)
        A[I*n:(I+1)*n, J*n:(J+1)*n] = a; B[I*n:(I+1)*n, J*n:(J+1)*n] = b
d = np.concatenate([c @ zi[:n][:, pz] @ virt[s][1] for s, c, _ in occ])
gr = np.concatenate([c @ dz[:n][:, pz] @ virt[s][1] for s, c, _ in occ])
Lc = cholesky(A + B, lower=True); Mc = cholesky(A - B, lower=True)
_, W, Ut = svd(Lc.T @ Mc); U = Ut.T
D = d @ (Mc @ U)/np.sqrt(W)
Gv = gr @ solve_triangular(Mc.T, U, lower=False)*np.sqrt(W)
f = 2*W*D**2; S0 = f.sum(); a0 = (f/W**2).sum()
Ff = 5e-4; hc = mf.get_hcore()
m2 = scf.UHF(mol); m2._eri = mf._eri; m2.get_hcore = lambda *a: hc + Ff*zi
m2.conv_tol = 1e-10; m2.conv_tol_grad = 1e-7; m2.max_cycle = 200
m2.kernel(mf.make_rdm1())
a_ff = -np.einsum('sij,ij->', np.asarray(m2.make_rdm1()), zi)/Ff
assert abs(S0/N - 1) < 1e-3 and abs(a_ff/a0 - 1) < 1e-3
C6, W4, W2 = sums(f, W, f, W)
pol = lambda m: (f[m][None, :]/(W[m][None, :]**2 + om[:, None]**2)).sum(1)
aa = pol(W > 0)**2; val = W < 1.0; av = pol(val)**2
assert abs(3/pi*(dom@aa)/C6 - 1) < 1e-8
W4q = (dom@(aa*om**2))/pi
nv = rng.normal(size=3); nv /= np.linalg.norm(nv); nn = np.outer(nv, nv)
con = np.sum((np.eye(3) - 3*nn)*(np.eye(3) + nn))
W4b = -con*(np.outer(D*Gv, D*Gv)/(W[:, None] + W[None, :])).sum()
assert abs(W4q/W4 - 1) < 1e-8 and abs(W4b/W4q - 1) < 2e-3   # finite-basis length/velocity gap
s = 1e-4
c3 = dom@(aa*tail(P, 2, 3, s*om))/s**3 + pi*W2*s
assert abs(c3 - 7/6*S0**2) < 1e-3
i0 = np.argmin(W)
print(f"alpha = {alpha:.10f}; 1 Eh = {kHz:.6e} kHz")
print(f"Li basis exponents {ex[0]:.3f}*2.2^k, k=0..{n-1}, bohr^-2; E(UHF) = {mf.e_tot:.6f} Eh")
print(f"polarizability TDHF {a0:.3f}, finite field {a_ff:.3f} bohr^3; TRK sum {S0:.5f}")
print(f"lowest line {W[i0]:.5f} Eh, f = {f[i0]:.4f}; sum f below 1 Eh = {f[val].sum():.4f}")
print(f"C6 = {C6:.2f} au; W4 quadrature {W4q:.5f}, Breit sum {W4b:.5f} au; contraction {con:.3f}")
AS = 7*N*N/(6*pi)
print(f"W2 = {W2:.3f} au; 7N^2/(6pi) = {AS:.5f} au")
print(f"alpha*R=1e-4 cubic coeff/pi (W2 removed) = {c3/pi:.5f} au")
print(f"alpha^4 term equals alpha^3 term at R = {AS/(alpha*W2):.2f} bohr")

# ---- <sum 1/r_ab^3> over two spherical UHF densities
dm = np.asarray(mf.make_rdm1()).sum(0)
rg, drg = loggrid(1e-5, 25.0, 30)
ao = mol.eval_gto('GTOval_sph', np.c_[0*rg, 0*rg, rg])
rho = np.einsum('pi,ij,pj->p', ao, dm, ao)*4*pi*rg**2*drg
r2 = np.sum(dm*mol.intor('int1e_r2')); Rb = 60.0
ker = np.log1p(4*np.outer(rg, rg)/(Rb**2 - (rg[:, None] + rg[None, :])**2))/(4*Rb*np.outer(rg, rg))
e3 = rho@ker@rho*Rb**3; e3f = N*N + 2*N*r2/Rb**2
assert abs(rho.sum() - N) < 1e-5 and abs(e3/e3f - 1) < 2e-4   # next term ~ <r^4>/R^4
print(f"<r^2> = {r2:.3f} bohr^2; R^3<sum r^-3> at R={Rb:.0f} bohr: {e3:.5f}, two-term formula {e3f:.5f}")

print("R/bohr: V_CP, -C6/R^6, a^2, a^3, a^4 terms, exact remainder (Eh)")
prev, prevv = N*N, 0.0
rows = []
for Rr in (10., 20., 50., 100., 200.):
    Vf = -dom@(aa*tail(P, 2, 0, alpha*Rr*om))/(pi*Rr**6)
    kk = tail(P, 2, 3, alpha*Rr*om)
    rem = -dom@(aa*kk)/(pi*Rr**6); share = (dom@(av*kk))/(dom@(aa*kk))
    t6, t4, t3, t2 = -C6/Rr**6, alpha**2*W4/Rr**4, -AS*alpha**3/Rr**3, alpha**4*W2/Rr**2
    assert abs((t6 + t4 + rem)/Vf - 1) < 1e-8
    ne = rem/t3*N*N
    assert 0 < ne < prev and share > prevv
    prev, prevv = ne, share
    rows.append((Rr, ne, share, t4*kHz, t3*kHz, rem*kHz))
    print(f"{Rr:.0f}: {Vf:.6e} {t6:.6e} {t4:.4e} {t3:.4e} {t2:.4e} {rem:.4e}")
print("R/bohr: Neff^2, valence-valence share, a^2 term, a^3 term, remainder (kHz)")
for row in rows:
    print(f"{row[0]:.0f}: {row[1]:.3f} {row[2]:.3f} {row[3]:.5g} {row[4]:.5g} {row[5]:.5g}")
print("done: every assertion held")
```

Running it gives:

```
Taylor coefficients of exp(-2x)P, x^0..x^5: [3, 0, -1, 0, 1, -22/15]
x^3 part of R^3 G (xx,yy,zz): [2/3, 2/3, 2/3]  Tr T = 0
tail integrals: total 1.16666667, one-photon 0.66666667, two-photon 0.50000000
Int exp(-2x)P dx = 5.75000000
static transverse propagator times r: longitudinal 1.000000, transverse 0.500000
Int j2/k dk = 0.333333; seagull time integral = 1.570796
operator coefficients times pi: retarded 0.666667, seagull 0.500000, sum 1.166667
oscillators w=0.5,1.0 Eh: C6 exact 2.00000 formula 2.00000; W4 exact 0.33333 formula 0.33333 au
model NA=2,NB=1, alpha*R=1e-3: cubic coeff 2.3278925, with W2 removed 2.3333902
model NA=2,NB=1, alpha*R=1e-4: cubic coeff 2.3327843, with W2 removed 2.3333341
alpha = 0.0072973526; 1 Eh = 6.579684e+12 kHz
Li basis exponents 0.006*2.2^k, k=0..18, bohr^-2; E(UHF) = -7.432741 Eh
polarizability TDHF 169.948, finite field 169.879 bohr^3; TRK sum 3.00003
lowest line 0.06718 Eh, f = 0.7579; sum f below 1 Eh = 0.9634
C6 = 1476.54 au; W4 quadrature 3.29209, Breit sum 3.29191 au; contraction -2.000
W2 = 26.730 au; 7N^2/(6pi) = 3.34225 au
alpha*R=1e-4 cubic coeff/pi (W2 removed) = 3.34235 au
alpha^4 term equals alpha^3 term at R = 17.13 bohr
<r^2> = 18.625 bohr^2; R^3<sum r^-3> at R=60 bohr: 9.03140, two-term formula 9.03104
R/bohr: V_CP, -C6/R^6, a^2, a^3, a^4 terms, exact remainder (Eh)
10: -1.476524e-03 -1.476541e-03 1.7531e-08 -1.2988e-09 7.5799e-10 -9.5046e-10
20: -2.306995e-05 -2.307095e-05 1.0957e-09 -1.6235e-10 1.8950e-10 -9.8896e-11
50: -9.447503e-08 -9.449859e-08 2.8049e-11 -1.0390e-11 3.0319e-11 -4.4826e-12
100: -1.475188e-09 -1.476541e-09 1.7531e-12 -1.2988e-12 7.5799e-12 -4.0069e-13
200: -2.299551e-11 -2.307095e-11 1.0957e-13 -1.6235e-13 1.8950e-12 -3.4130e-14
R/bohr: Neff^2, valence-valence share, a^2 term, a^3 term, remainder (kHz)
10: 6.586 0.137 1.1535e+05 -8545.6 -6253.7
20: 5.482 0.161 7209.2 -1068.2 -650.71
50: 3.883 0.216 184.56 -68.364 -29.494
100: 2.777 0.280 11.535 -8.5456 -2.6364
200: 1.892 0.367 0.72092 -1.0682 -0.22457
done: every assertion held
```
